The g values and orbital reduction factor of tetragonal d⁹ copper(II)

**Problem**

A copper(II) ion has the configuration 3d⁹. It sits in a tetragonal surrounding whose fourfold axis is z, and the hole in the d shell occupies the orbital x²−y². In a magnetic field the ground doublet splits by g μ_B B. Here g takes the value g_par for a field along z and g_perp for a field in the xy plane.

(a) Find g_par and g_perp to first order in the spin-orbit coupling. What do they become if all the excited orbitals that matter lie at one common energy Δ?

(b) A complex has g_par = 2.25 and g_perp = 2.05. Moving the hole from x²−y² to xy costs Δ₁ = 15000 cm⁻¹, and moving it to xz or yz costs Δ₂ = 18000 cm⁻¹. The one-electron spin-orbit constant of the free ion is taken as ζ = 800 cm⁻¹. By what factor must the orbital angular momentum be reduced to account for the g values?

(c) How far can the first-order answer be trusted?

The data are round model parameters of the rough size met in copper(II) complexes; they stand for no particular compound. L and S are measured in units of ħ, and g_e = 2.002319 is the free-electron value. Configurations other than d⁹ are left out until covalency is discussed.

**A first estimate by scaling**

In a nondegenerate real orbital the mean orbital angular momentum is zero, so without spin-orbit coupling the ion would show g = g_e in every direction. Spin-orbit coupling, of strength ζ, mixes in orbitals at a distance Δ with an amplitude of order ζ/Δ. The mixed state carries an orbital moment of the order of this amplitude times a matrix element of L. If that matrix element is taken as one, then

|g − g_e| ~ ζ/Δ.

The estimate is 800/15000 = 0.053 for the parallel direction and 800/18000 = 0.044 for the perpendicular one. The given shifts are 0.2477 and 0.0477. The estimate explains why g stays near 2, but it gives neither the sign of the shift nor the large difference between the two directions. The sign follows from the sign of the spin-orbit coupling for a hole, and the difference requires the matrix elements.

**Solution: from nine electrons to one hole**

Let O be a one-electron operator with matrix O_pq in the ten d spin-orbitals. In the many-electron space it reads Σ O_pq a†_p a_q. A state with a hole in spin-orbital j is |j) = a_j|full⟩. The anticommutation rules give

a†_p a_q = δ_pq − a_q a†_p.

Nothing can be added to the full shell, so a†_p|full⟩ = 0, and therefore a†_p a_j|full⟩ = δ_pj|full⟩. It follows that

O|j) = (Tr O)|j) − Σ_q O_jq |q).

The trace is a constant. Apart from it, the matrix of O between hole states is −Oᵀ. This has three consequences.

First, the crystal-field energies change sign: the orbital that is highest for an electron is lowest for the hole. The gaps Δ₁ and Δ₂ are hole energies and are positive.

Second, the total angular momenta are L = −lᵀ and S = −sᵀ. They obey the usual commutation rules, because transposition reverses the order of a product and the minus sign restores the rule. The Zeeman energy thus keeps its form, μ_B B·(L + g_e S).

Third, spin-orbit coupling is a product of two such matrices:

ζ Σ_i l_i s_i → −ζ Σ_i l_iᵀ s_iᵀ = −ζ Σ_i (−L_i)(−S_i) = −ζ L·S.

The Hamiltonian of the hole is therefore

H = H_field + λ L·S + μ_B B·(L + g_e S), with λ = −ζ.

The negative λ is the source of the positive g shifts found below. A calculation with explicit nine-electron determinants and their fermion signs gives the same level spacings and g values as this one-hole Hamiltonian.

In real orbitals the matrix of l is purely imaginary, since l contains a factor i and real derivatives. It is also Hermitian, so lᵀ = l* = −l and L = l. The orbital matrix elements can thus be found by differentiating ordinary d functions.

**Solution: what L does to x²−y²**

Apart from a common radial function, which rotations leave alone, the orbitals are

xy, xz, yz, (x²−y²)/2, (2z²−x²−y²)/(2√3).

They have equal norms. On the unit sphere the average of x²y² is 1/15 and that of x⁴ is 1/5, so the fourth function has the mean square (1/5 + 1/5 − 2/15)/4 = 1/15. The last one is (3z²−1)/(2√3) on the sphere, with mean square (9/5 − 2 + 1)/12 = 1/15.

For the fourth function, ∂/∂x gives x, ∂/∂y gives −y and ∂/∂z gives zero. Hence

L_z = −i(x ∂/∂y − y ∂/∂x): −i(−xy − xy) = 2i xy,

L_x = −i(y ∂/∂z − z ∂/∂y): −i(0 + zy) = −i yz,

L_y = −i(z ∂/∂x − x ∂/∂z): −i(zx − 0) = −i xz.

Writing |0⟩ for x²−y², we have

L_z|0⟩ = 2i|xy⟩, L_x|0⟩ = −i|yz⟩, L_y|0⟩ = −i|xz⟩.

None of the results contains |0⟩ itself, so the mean orbital moment in the unmixed orbital |0⟩ is zero. None contains z² either, so the position of the z² level does not enter the first-order g values. The factor 2 in the first relation reflects that x²−y² and xy are both built from the states m = ±2.

**Solution: the g values**

The spin part of the Zeeman energy does not change the orbital. Within the ground doublet it gives μ_B g_e B·S. The two terms containing L connect |0⟩ to excited orbitals. Together they are

V = Σ_i L_i (λS_i + μ_B B_i).

Second-order perturbation theory gives an operator that acts on the spin alone:

H₂ = −Σ_n ⟨0|V|n⟩⟨n|V|0⟩/Δ_n = −Σ_ij Λ_ij (λS_i + μ_B B_i)(λS_j + μ_B B_j),

Λ_ij = Σ_n ⟨0|L_i|n⟩⟨n|L_j|0⟩/Δ_n.

The product of two imaginary matrix elements is real. Exchanging i and j turns it into its complex conjugate, so Λ_ij = Λ_ji. Now expand the product of brackets.

The term in λ² contains S_iS_j. Since Λ is symmetric, S_xS_y + S_yS_x and its like appear, and these vanish for spin 1/2. The squares S_i² equal 1/4. This term is a common energy shift. The term in B² contains no spin; it moves both levels of the doublet together and leaves their splitting unchanged. The two cross terms are equal by the symmetry of Λ, and their sum is

−2λμ_B Σ_ij B_i Λ_ij S_j.

Adding the spin Zeeman energy and comparing with μ_B Σ B_i g_ij S_j gives

g_ij = g_e δ_ij − 2λΛ_ij.

The factor 2 has a simple origin: spin-orbit coupling can lead out of the ground orbital and the field back, or the reverse.

From the action of L on |0⟩,

Λ_zz = |2i|²/Δ₁ = 4/Δ₁, Λ_xx = Λ_yy = 1/Δ₂.

The off-diagonal elements vanish because L_x, L_y and L_z lead to three different orbitals. Therefore

g_par = g_e − 8λ/Δ₁,

g_perp = g_e − 2λ/Δ₂.

If Δ₁ = Δ₂ = Δ and g_e is rounded to 2, these become

g_par = 2 − 8λ/Δ, g_perp = 2 − 2λ/Δ.

Tetragonal symmetry makes xz and yz degenerate, but it does not place xy at the same energy. The form with one Δ is thus a special case, in which the two shifts stand in the ratio 4. In general the ratio is 4Δ₂/Δ₁, which is 4.8 for the present gaps.

Since λ = −ζ, both g values lie above g_e: the admixed orbital moment adds to the spin moment. A single d electron in x²−y² would have λ = +ζ, and the same formulas would put its g values below g_e.

Diagonalization of the full ten-state Hamiltonian confirms the coefficients. The slopes of g with respect to λ at λ = 0, multiplied by −Δ₁ and −Δ₂, come out as 7.9999 and 2.0000.

**A second case: the hole in z²**

It is worth checking that the data suit the assumed ground orbital. For (2z²−x²−y²)/(2√3) the derivatives along x, y and z are −x/√3, −y/√3 and 2z/√3. Thus

L_z: −i(−xy + yx)/√3 = 0,

L_x: −i(2yz + zy)/√3 = −i√3 yz,

L_y: −i(−zx − 2xz)/√3 = i√3 xz.

With Δ′ the energy of xz and yz above z², the same formula for g_ij gives

g_par = g_e, g_perp = g_e − 6λ/Δ′.

At first order a hole in z² would have g_perp > g_par. The data show g_par > g_perp > g_e, the order expected for x²−y² when 4Δ₂ > Δ₁. This speaks against z². It does not distinguish x²−y² from xy, for which the matrix elements of L_z, L_x and L_y have the same magnitudes 2, 1 and 1.

**Solution: the orbital reduction factor**

For pure d orbitals and the free-ion ζ, the first-order formulas give

g_par = 2.0023 + 8 × 800/15000 = 2.4290,

g_perp = 2.0023 + 2 × 800/18000 = 2.0912.

Both are well above the data. In a complex the hole is partly on the ligands, which weakens the matrix elements of L. This is described by replacing L_i with k_i L_i in both the spin-orbit and the Zeeman term, while ζ keeps its free-ion value. Each cross term contains one matrix element from each source, so the shifts acquire a factor k_i²:

k_par² = (g_par − g_e)Δ₁/(8ζ), k_perp² = (g_perp − g_e)Δ₂/(2ζ).

If the two interactions were reduced by different factors, these expressions would give the product of the two; at first order, g values alone cannot separate them. The numbers are

k_par² = 0.247681 × 15000/6400 = 0.5805, k_par = 0.762,

k_perp² = 0.047681 × 18000/1600 = 0.5364, k_perp = 0.732.

A single factor can be defined by averaging k² over one parallel and two perpendicular directions:

k² = (0.5805 + 2 × 0.5364)/3 = 0.551, k = 0.742.

Put back into the first-order formulas, it returns g_par = 2.2375 and g_perp = 2.0513. The first misses its datum by 0.0125, the second by 0.0013.

Whether this miss shows a real anisotropy depends on the errors. Since k² is proportional to the shift, a small error δg produces

δk/k = δg/[2(g − g_e)].

For δg = 0.005 this is about 1 % in the parallel direction and 5 % in the perpendicular one. The ranges are 0.754 to 0.770 for k_par and 0.693 to 0.770 for k_perp. They overlap: a common k of about 0.76 reproduces both g values within the assumed error. The average above fits g_par poorly because it ignores that the parallel value of k² is much better determined than the perpendicular one. The double weight of the perpendicular direction adds to the miss, but equal weights would still leave g_par too low by 0.009.

The small perpendicular shift also explains why g_e should not be rounded in this step. Using 2 instead changes k_perp from 0.732 to 0.750, but k_par only from 0.762 to 0.765. Errors in the gaps and in ζ enter as well: an error of 10 % in either changes k by about 5 %.

**What the factor measures**

A simple covalent model shows what k contains. Let the ground orbital have d weight a², and let the excited antibonding orbital reached by L have d weight b². Its bonding partner then has d weight 1 − b² and lies at a hole energy W above the ground state. Neglect overlap and the angular momentum on the ligands. L then acts on the d parts alone, and its matrix elements are those of pure d orbitals multiplied by ab for the antibonding state and by a√(1−b²) for the bonding state, apart from signs. Both contribute to Λ:

1/Δ → a²b²/Δ + a²(1−b²)/W.

Comparison with k²/Δ gives

k² = a²b² + a²(1−b²)Δ/W.

If W is very large, k² = a²b². If W came down to Δ, the two terms would add to a², and the covalency of the excited orbital would drop out. For W ≥ Δ, k² lies between these limits. In this model k is therefore a combination of d weights and energies, and not the d weight of the ground orbital.

For illustration, take a² = 0.80, b² = 0.90 for xy, b² = 0.95 for xz and yz, and W = 60000 cm⁻¹. Then

k_par² = 0.7200 + 0.80 × 0.10 × 15000/60000 = 0.7400,

k_perp² = 0.7600 + 0.80 × 0.05 × 18000/60000 = 0.7720.

Diagonalization of the model with ligand orbitals included gives the same values in the limit of small λ. The bonding states contribute 0.02 or less here. The k² values extracted from the data are smaller than these, so within this model they call for lower d weights. Two values of k² do not determine the three weights, even if W is known.

**Comparison**

The scaling estimate and the first-order solution share the factor ζ/Δ. They differ in the coefficients: 8 and 2 in place of 1. For pure d orbitals the solution gives shifts of 0.427 and 0.089, against estimates of 0.053 and 0.044. In the parallel direction the coefficient 8 is the product of the two routes through the excited state and the squared matrix element 4. In the perpendicular direction the estimate of 0.044 lies close to the given shift of 0.0477, but this agreement is accidental: the missing factor 2 nearly cancels the missing factor k_perp² = 0.54. If the estimate were used to extract k², it would give 0.2477 × 15000/800 = 4.6 for the parallel direction, which no reduction can explain. Scaling serves to judge the size of the effect, and the coefficients are needed to interpret it.

The first-order solution can in turn be compared with diagonalization of the full Hamiltonian, which keeps all powers of λ within the ten d⁹ states. The matrix also contains the z² level, placed at 12000 cm⁻¹, but as long as this level lies above the ground doublet its position does not affect the g values. The fourfold axis conserves J_z = L_z + S_z up to multiples of 4. The ground doublet has J_z = ±5/2, equivalent to ∓3/2, and the z² doublet has J_z = ±1/2, so spin-orbit coupling cannot mix them. With k = 1 the results are

g_par: 2.4290 at first order, 2.4112 in full,

g_perp: 2.0912 at first order, 2.0797 in full.

The corrections, −0.0178 and −0.0115, are of similar size, but they are measured against very different shifts. They amount to about 4 % of the first-order parallel shift and 13 % of the perpendicular one. The part of g − g_e that is even in λ grows by a factor of 3.999 when a small λ is doubled, in both directions, as a term in λ² should.

This matters for the reduction factors. Inserting the first-order values of k into the full Hamiltonian gives g_par = 2.2424 and g_perp = 2.0432, both too low. Adjusting the factors until the full Hamiltonian reproduces the data gives

k_par = 0.775, k_perp = 0.785.

The parallel factor rises by less than 2 %, the perpendicular one by about 7 %, and their order is reversed. The first-order result k_par > k_perp is therefore no evidence that the parallel moment is less reduced. The reversed order is no evidence of the opposite either: an error of 0.005 in g_perp moves k_perp between 0.748 and 0.820. Beyond first order the result also depends on how the reduction is shared between the two interactions. If the whole product k_i² is placed in the spin-orbit term, the fit gives k_par = 0.771 and k_perp = 0.763, and the order is not reversed; if it is placed in the Zeeman term, the fit gives 0.781 and 0.818. With equal reduction of both terms, the data are described by an orbital reduction factor of about 0.78 in both directions, with the perpendicular value the less certain.

The expansion itself requires ζ to be small compared with Δ₁ and Δ₂, and the z² level to stay above the ground doublet by much more than the Zeeman energy. If Δ₁ or Δ₂ shrinks towards zero, the first-order shift grows without limit while the true g value does not. Once either gap is comparable with ζ, the full Hamiltonian must be used from the start. The computed values are collected in the numerical output below.

Values computed for the example and the checks

```
free-electron g: 2.002319 (no unit)
zeta: 800 cm^-1
lambda: -800 cm^-1
gap to xy: 15000 cm^-1
gap to xz,yz: 18000 cm^-1
gap to z2 (full Hamiltonian only): 12000 cm^-1
input g_par: 2.250 (no unit)
input g_perp: 2.050 (no unit)
|<xy|Lz|x2-y2>|^2: 4.000 (no unit)
|<yz|Lx|x2-y2>|^2: 1.000 (no unit)
-slope_par * gap_xy, diagonalization: 7.9999 (no unit)
-slope_perp * gap_xz, diagonalization: 2.0000 (no unit)
z2 hole: -slope_perp * gap_xz: 5.9999 (no unit)
even part ratio on doubling lambda, par: 3.999 (no unit)
even part ratio on doubling lambda, perp: 3.999 (no unit)
g_par, k=1, first order: 2.4290 (no unit)
g_perp, k=1, first order: 2.0912 (no unit)
g_par, k=1, full: 2.4112 (no unit)
g_perp, k=1, full: 2.0797 (no unit)
shift g_par - ge: 0.2477 (no unit)
shift g_perp - ge: 0.0477 (no unit)
k_par^2, first order: 0.5805 (no unit)
k_perp^2, first order: 0.5364 (no unit)
k_par, first order: 0.762 (no unit)
k_perp, first order: 0.732 (no unit)
single k: 0.742 (no unit)
g_par from single k: 2.2375 (no unit)
g_perp from single k: 2.0513 (no unit)
k_par if ge is replaced by 2: 0.765 (no unit)
k_perp if ge is replaced by 2: 0.750 (no unit)
assumed error of g: 0.005 (no unit)
k_par, lower end: 0.754 (no unit)
k_par, upper end: 0.770 (no unit)
k_perp, lower end: 0.693 (no unit)
k_perp, upper end: 0.770 (no unit)
full g_par with first-order k: 2.2424 (no unit)
full g_perp with first-order k: 2.0432 (no unit)
k_par, full Hamiltonian: 0.775 (no unit)
k_perp, full Hamiltonian: 0.785 (no unit)
covalent model: d weight x2-y2: 0.80 (no unit)
covalent model: d weight xy: 0.90 (no unit)
covalent model: d weight xz,yz: 0.95 (no unit)
covalent model: bonding gap W: 60000 cm^-1
covalent k_par^2, antibonding only: 0.7200 (no unit)
covalent k_par^2, bonding term: 0.0200 (no unit)
covalent k_par^2, diagonalization: 0.7400 (no unit)
covalent k_perp^2, antibonding only: 0.7600 (no unit)
covalent k_perp^2, bonding term: 0.0120 (no unit)
covalent k_perp^2, diagonalization: 0.7720 (no unit)
```
